Why plain elastic bands cut corners, and by how much

**Question.** A chain of images joined by springs is relaxed between two energy minima to find a migration saddle. Where the minimum-energy path bends, the relaxed chain lies on the inner side of the bend. Why does it settle there, what fixes the distance, and can softer springs or more images remove it?

**The mechanism**

Let the images R₀, …, R_P be points in configuration space, with both ends held at minima of the potential energy V. A plain elastic band minimises

S = Σ V(R_i) + (k/2) Σ |R_{i+1} − R_i|²,

where k is the spring constant and the springs have zero natural length. Setting the derivative with respect to R_i to zero gives

−∇V(R_i) + k(R_{i+1} − 2R_i + R_{i−1}) = 0.   (1)

The whole true force and the whole spring force enter this balance. To see what the springs do, treat the index as a continuous variable u and let a dot mean d/du. Taylor expansion gives R_{i±1} = R ± Ṙ + R̈/2 ± …, so the bracket in (1) is R̈, up to fourth derivatives.

Suppose first that the images lie on the minimum-energy path, with arc length s, unit tangent t, curvature κ and unit normal n pointing to the centre of curvature. Then Ṙ = ṡt, and ṡ = ℓ is the local spacing. Since dt/ds = κn,

R̈ = s̈ t + ℓ²κ n.   (2)

The spring force therefore has a normal part kℓ²κ, directed into the bend. A taut string with tensile force kℓ presses on a curved support with the force kℓκ per unit length; multiplied by the length ℓ that belongs to one image, this is kℓ²κ. It is convenient to call

T = kℓ²

the band tension, although it has the dimension of energy.

On a minimum-energy path the gradient has no normal component, so nothing there can oppose this pull. The images must move inward until the wall of the valley pushes back.

**The local formula**

Let H be the Hessian of V on the path and K = n·H·n the transverse stiffness. At a small inward offset δ the normal true force is −Kδ. Balancing it against the normal spring force gives

δ ≈ Tκ/K = kℓ²κ/K,   (3)

and the energy rises above that of the path by

ΔE ≈ Kδ²/2 ≈ T²κ²/(2K).   (4)

With the length λ = √(T/K), equation (3) reads δ = λ²κ. The formula needs λκ ≪ 1, which makes the offset small compared with the radius of curvature, and it needs κ, K and T to change little over a distance λ. At a sharp corner the second condition fails.

The proportionality to local curvature, including its sign, was tested on a valley with no barrier along its floor y = 0.05 cos(2πx/0.4), lengths in nm, with K = 100 000 eV/nm², k = 5000 eV/nm² and 40 segments. Leaving out four images next to each end, the largest deviation from (3) was 1.1 % of the largest offset.

With several transverse directions the stiffness is a matrix K⊥. The displacement d then obeys K⊥d = Tκn, so

d = Tκ K⊥⁻¹n,

which need not point along n.

A uniform ring shows what lies beyond leading order. Let the path be a circle of radius ρ = 1/κ with no barrier along it, and let the images sit at radius r = ρ − δ with angular step φ. Each spring has length 2r sin(φ/2) and is inclined inward by φ/2 from the tangent. The two springs on an image together pull inward with 4kr sin²(φ/2). If ℓ₀ = 2ρ sin(φ/2) is the chord on the true path, then 4 sin²(φ/2) = ℓ₀²κ², and the balance is

Kδ = kℓ₀²κ²(ρ − δ) = kℓ₀²κ − kℓ₀²κ²δ,

δ = kℓ₀²κ/(K + kℓ₀²κ²).   (5)

For soft springs this returns (3). For very stiff springs (5) gives δ → ρ, but that balance is not a minimum. A rigid sideways shift of the ring leaves the spring energy unchanged, and the curvature of the wall energy for such a shift, averaged over the ring, is K(1 − ρ/(2r)). This is negative once r < ρ/2. A shift combined with a slight deformation goes unstable earlier. Take a radial displacement A cos θ and a tangential displacement B sin θ at angular position θ, and put σ = ρ/r − 1, so that the balance reads kφ² = Kσ for many images. The second-order energy is then proportional to (1 + 2σ)A² + 4σAB + σB², whose determinant σ(1 − 2σ) changes sign at r = 2ρ/3. Equation (5) is therefore a minimum only for δ below about ρ/3 (r above 0.68ρ for 12 images); a ring that has shrunk further slips off to one side.

When the inward and sideways directions are coupled, K in (5) is replaced by 1/(K⊥⁻¹)_nn. A ring of 12 images with ρ = 0.16 nm, k = 1000 eV/nm², diagonal stiffnesses 3000 (inward) and 2000 (sideways) and coupling 800 eV/nm² relaxed to an inward offset of 0.01454 nm and a sideways offset of −0.00582 nm. Their ratio is −800/2000, as zero sideways force requires.

**Why the tension cannot be chosen freely**

Equation (3) seems to offer an easy cure: make k small. The tangential balance prevents it. From (1) and (2), along the path,

k s̈ = dV/ds.

Multiply by ṡ. The left side becomes d(kṡ²/2)/du and the right side dV/du, so

kℓ²/2 − V = constant.   (6)

This is energy conservation for a particle of mass k moving in the potential −V, with the image index as time. Corner cutting is the sideways shift such a particle needs in order to be turned round the bend.

Let V_b be the barrier above the end minima and T_end the tension at the ends. Then

T_saddle = T_end + 2V_b > 2V_b.   (7)

This holds in the continuum limit, for a band close to the path. The springs must hold the images up against the slope, and the tension this requires is set by the barrier, not by k. If k is reduced in a long band, the images slide towards the minima until the spacing at the top has grown to about √(2V_b/k). The tension stays and the resolution is lost.

Adding images at fixed k does not help either. The number of segments is P = ∫ds/ℓ = √k ∫ds/√T, so in the continuum the shape of the band depends on k and P through P/√k alone. Raising P lowers T_end towards zero, and T_saddle towards 2V_b, but no further. At the other extreme, few segments with stiff springs make T_end large, and the band is pulled towards the straight line between its ends.

The band need not lie on the path for (6) to hold: the scalar product of kR̈ = ∇V with Ṙ gives k|Ṙ|²/2 − V = constant along the band's own curve. At the top V is V_b + Kδ²/2, so the tension there gains a further Kδ².

For finite spacing (6) has an error that can be derived. The next Taylor term changes the balance to k(R̈ + R⁗/12) = ∇V, whose product with Ṙ integrates to

k|Ṙ|²/2 + (k/12)(Ṙ·R⃛ − |R̈|²/2) − V = constant.

At the middle of a segment, |ΔR|² = |Ṙ|² + Ṙ·R⃛/12, and the mean of V over the two ends is V + V̈/8, with V̈ = k(Ṙ·R⃛ + |R̈|²) to this order. Collecting terms,

k|ΔR|²/2 − ⟨V⟩ = constant − kṘ·R⃛/6 − k|R̈|²/12.

The last two terms scale as 1/k for a given band shape. In the example below, the left side varies by 0.147 eV along the band. Four times k with twice the segments brings this to 0.039 eV. Adding back the two terms, evaluated from the gradients at the images, leaves 0.0056 and 0.0004 eV.

**Correction for a barrier of finite width**

The tension peaks at the saddle, and the offset cannot follow a narrow peak completely. Take constant κ and K, and write an image as a path point plus qn. Since dn/ds = −κt,

Ṙ = ṡ(1 − κq)t + q̇n,

and the normal part of R̈ is q̈ + κṡ²(1 − κq). The normal balance becomes

Kq = kq̈ + kκṡ²(1 − κq).   (8)

At the top of a symmetric barrier q̇ = 0, so T = kṡ²(1 − κq)². The last term of (8) is then κT/(1 − κq) ≈ κT + κ²Tq. In the first term, kq̈ ≈ T d²q/ds². To leading order q is proportional to T, and by (6) d²T/ds² = 2 d²V/ds² = −2C, where C is the magnitude of the downward curvature of V along the path at the saddle. Hence kq̈ ≈ −2Cq, and

δ ≈ Tκ/(K + 2C − κ²T).   (9)

A sharp barrier reduces the offset, as if the wall were stiffer by 2C.

For a sinusoidal barrier V = V_b cos²(πs/L) on a path of length L, with s measured from the saddle, the long-band limit T_end → 0 can be solved to first order in q. Equation (6) gives ṡ = √(2V_b/k) cos(πs/L), whose solution through the saddle at u = 0 satisfies

cos(πs/L) = sech(wu),   w = (π/L)√(2V_b/k).

Dropping the terms of (8) that are nonlinear in the offset or of relative order κ²T/K leaves Kq − kq̈ = κT(u), with T = 2V_b sech²(wu). The bounded response to a unit source at u = 0 is e^{−μ|u|}/(2√(kK)), with μ = √(K/k). Superposing the sources and substituting x = wu gives

δ = (2V_bκ/K) g(a),   g(a) = a ∫₀^∞ e^{−ax} sech²x dx,   (10)

a = μ/w = L√K/(π√(2V_b)) = √(K/C),

because C = 2π²V_b/L² for this barrier. The spring constant has dropped out. For large a, sech²x ≈ 1 − x² gives g ≈ 1 − 2/a² = 1 − 2C/K, in agreement with (9). Since g < 1, the value 2V_bκ/K is not a lower bound on the offset, although 2V_b is the continuum lower limit of the tension.

**The numbers for an oxygen hop in silicon**

An interstitial oxygen atom in silicon sits near the middle of a Si–Si bond and can hop to a neighbouring bond, turning about the silicon atom that the two bonds share. The model replaces this by an arc of radius 0.16 nm and turning angle 109.47°, with a sinusoidal barrier of 2.5 eV and a constant transverse stiffness of 3000 eV/nm². These are rough values, and the barrier is an input. The arc holds the shared silicon atom fixed, so the oxygen moves along a chord of 0.26 nm, whereas neighbouring bond centres in the lattice are 0.19 nm apart; the arc describes the motion relative to that atom, not the path in the crystal. They give

L = 0.16 nm × 1.9106 = 0.3057 nm,   κ = 1/(0.16 nm) = 6.25 nm⁻¹,

C = 2π² × 2.5/0.3057² = 528 eV/nm².

A band of 16 segments with k = 5000 eV/nm² was relaxed on the full two-dimensional surface. Its spacing at the top is 0.03327 nm, so

T = 5000 × 0.03327² = 5.53 eV,   λ = √(5.53/3000) = 0.043 nm.

The local law (3) gives

δ = 5.53 × 6.25/3000 = 0.0115 nm,

and the refined law (9) gives

δ = 5.53 × 6.25/(3000 + 1056 − 216) = 0.0090 nm.

The relaxed band has δ = 0.0098 nm. Relative to this, the local law is 17 % too large and the refined law 8 % too small. The barrier read from the top image is too high by

ΔE = 3000 × 0.00984²/2 = 0.145 eV,

about 6 % of the barrier. The local estimate (4) would say 0.199 eV. At 1300 K, where k_BT = 0.112 eV, the error multiplies a hopping rate by exp(−0.145/0.112) = 0.27 if the prefactor is left unchanged. An offset of a hundredth of a nanometre thus makes the hop nearly four times too slow.

The remaining errors of (3) and (9) should shrink as the wall stiffens. With k = 80 000 eV/nm² and 64 segments held fixed, raising K to four and then sixteen times its value brings the error of the local law to 5.9 % and 1.7 %, and that of the refined law to 1.0 % and 0.10 %, each relative to the relaxed offset.

The long-band limit has a = √(3000/528) = 2.38 and g = 0.815. Equation (10) gives δ = 0.0104 × 0.815 = 0.0085 nm. A band of 48 segments with k = 20 000 eV/nm² relaxes to 0.0092 nm, so the linear result is 8 % low. Its tension is 5.26 eV, close to 2V_b + Kδ² = 5 + 0.25 eV; the remaining end tension of about 0.03 eV and the finite-spacing error of about −0.02 eV nearly cancel here.

Now soften the springs fourfold, to 5000 eV/nm², keeping 48 segments. The offset becomes 0.0091 nm, a change of about 1 %, while the spacing at the top doubles from 0.016 to 0.032 nm. At this softer k, 32 and 48 segments give the same offset to within 0.1 %. Neither change brings the band back to the path.

Much softer springs lead to a different error. With k = 500 eV/nm² and 15 segments, C/k is about 1 and the continuum picture no longer applies. The two highest images straddle the saddle with a gap of 0.116 nm. They lie 0.008 nm inside the arc, at an arc distance of 0.0627 nm from the top. The path contributes 2.5 cos²(π × 0.0627/0.3057) = 1.60 eV and the wall 0.10 eV, so the highest image has 1.70 eV. The barrier read from the images is now 0.80 eV too low. A continuous path between the minima must reach at least V_b, if the saddle is the lowest pass, but a list of separate images need not.

**Which force component is to blame**

The band has two faults, sliding and corner cutting, and they can be switched off separately. Take the direction from the previous to the next image as the tangent, and keep k = 5000 eV/nm² and 16 segments.

If the normal part of the spring force is removed and the full true force is kept, the images return almost to the path: the largest offset anywhere is 0.00013 nm. They still slide, with a ratio of 3.5 between the largest and smallest spacings. The small remainder comes from the tangent estimate. With unequal spacings ℓ₊ and ℓ₋ the line between neighbours is tilted by κ(ℓ₊ − ℓ₋)/2. The tangential spring force, of size V′ = dV/ds, thereby acquires a normal part. Since ℓ₊ − ℓ₋ ≈ V′/k, the offset is about V′²κ/(2kK). With the steepest slope πV_b/L = 25.7 eV/nm this is 0.00014 nm.

If instead the tangential part of the true force is removed and the full spring force is kept, the spacings become equal but the band still cuts the corner. Relation (7) no longer applies, because the springs need not hold the images up the slope. The tension falls to 1.755 eV, below 2V_b, and (3) gives 1.755 × 6.25/3000 = 0.0037 nm, as found in the relaxed band.

Removing both components is the force projection of the nudged elastic band. Here equally spaced images placed on the path feel no remaining force and stay there to numerical precision. The balance is exact here because, on a circular arc with equal spacings, the line between neighbours is parallel to the true tangent.

**How the model compares with the real hop**

The barrier of about 2.5 eV and the Si–O distance of about 0.16 nm are of the right size for interstitial oxygen in silicon. The stiffness is typical of a strong Si–O bond and is less certain. A real bond stiffens under compression, and the offset compresses it. With a Morse wall of the same initial stiffness and a rough depth of 5 eV, the offset falls from 0.0098 to 0.0082 nm and the barrier excess from 0.145 to 0.117 eV.

The model also lets only the oxygen atom move, whereas in real silicon the neighbouring atoms shift too. If the neighbouring atoms shift steadily by a total distance W in configuration space during the hop, the arc becomes a helix with advance b = W/α per radian, α being the turning angle. Its curvature is ρ/(ρ² + b²). For a rough W = 0.1 nm this lowers κ from 6.25 to 5.65 nm⁻¹, and the local estimate (4), at fixed T and K, by 18 %. This overstates the reduction. At fixed k and number of segments the longer path raises the tension, and it flattens the top of the barrier, which by (9) weakens the reduction of the offset below the local law. Real host motion also changes K and the form of the barrier, which this estimate leaves out. The helix lengthens the path by construction, whereas in the crystal the shared silicon atom follows the oxygen and shortens its travel. That atom can also recoil elastically, which softens the wall: if it is held by a stiffness of 1000 to 3000 eV/nm², the barrier excess of the same band rises from 0.145 to about 0.2 eV.

At 1300 K the thermal transverse amplitude √(k_BT/K) is 0.006 nm, comparable with the offset. This does not excuse the offset: thermal motion is spread about the valley floor, whereas the band's displacement is systematic and enters the barrier directly. The zero-point energy of the transverse vibration is 0.044 eV; its effect on the rate depends on how the vibrations differ between minimum and saddle, which the model does not describe. The leading tunnelling correction at the barrier top, the Wigner factor, is 1.005 and can be neglected here.

For these parameters, then, the false barrier excess is 0.1 to 0.2 eV. The Morse wall lowers it by about a fifth and steady host motion of the assumed size lowers it by somewhat less, while recoil of the shared silicon atom raises it. The model gives the scale of the error, not its value for the real hop. The full set of values is in the numerical output below.

Table of computed values

```
arc radius: 0.16 nm
turning angle: 109.47 degrees
path length: 0.3057 nm
path curvature: 6.25 1/nm
barrier of model: 2.5 eV
transverse stiffness K: 3000 eV/nm^2
downward curvature C at saddle: 528.1 eV/nm^2
main spring constant: 5000 eV/nm^2
main number of segments: 16
main spacing at top: 0.03327 nm
main tension at top: 5.534 eV
healing length: 0.04295 nm
offset, local law: 0.01153 nm
offset, refined law: 0.009008 nm
offset, relaxed band: 0.009844 nm
barrier excess, local law: 0.1994 eV
barrier excess, relaxed band: 0.1454 eV
rate factor from excess: 0.273
spread of conserved quantity, main: 0.147 eV
same, with spacing correction: 0.00555 eV
spread, 4k and twice the segments: 0.0392 eV
same, with spacing correction: 0.000412 eV
local-law error at 4K: 5.91 %
local-law error at 16K: 1.65 %
refined-law error at 4K: 1.03 %
refined-law error at 16K: 0.102 %
long-band parameter a: 2.384
long-band factor g: 0.815
long-band offset, linear response: 0.00849 nm
k=20000, 48 segments: offset: 0.009217 nm
k=20000, 48 segments: tension: 5.26 eV
k=20000, 48 segments: top spacing: 0.01622 nm
k=5000, 48 segments: offset: 0.00913 nm
k=5000, 48 segments: tension: 5.162 eV
k=5000, 48 segments: top spacing: 0.03213 nm
k=5000, 32 segments: offset: 0.009134 nm
nudged band: largest offset: 0 nm
only normal spring removed: largest offset: 0.000133 nm
same: largest/smallest spacing: 3.54
only tangential true force removed: offset: 0.003735 nm
same: tension: 1.755 eV
soft band spring constant: 500 eV/nm^2
soft band segments: 15
soft band gap across saddle: 0.116 nm
soft band highest image energy: 1.697 eV
wavy valley: largest error / largest offset: 1.1 %
ring: inward offset: 0.01454 nm
ring: sideways offset: -0.005817 nm
Morse well depth, rough input: 5 eV
Morse wall: offset: 0.008211 nm
Morse wall: barrier excess: 0.1168 eV
host displacement, rough input: 0.1 nm
curvature with host motion: 5.646 1/nm
local-law excess scale with host motion: 0.816
temperature: 1300 K
thermal energy: 0.112 eV
thermal transverse rms amplitude: 0.00611 nm
transverse zero-point energy: 0.0443 eV
Wigner tunnelling factor: 1.0046
```
